# The Treanor distribution and the level of its population minimum

## 1. Three levels and one reaction

Take a gas of identical diatomic molecules that can occupy only the vibrational levels $v=0,1,2$. Let $E_v$ be the energy above $v=0$, and let the second gap be smaller than the first by $2\delta$, so that $E_2=2E_1-2\delta$ with $\delta>0$. In the algebra I use atomic units and $k_B=1$, so a temperature is an energy. Translation and rotation are held at the gas temperature $T$, and their partition functions are taken to be the same for every $v$.

One collision process can change the populations:

$$1+1\;\rightleftharpoons\;0+2 .$$

Going right, the vibrational energy falls by $2E_1-E_2=2\delta$, which passes to translation and rotation. Let $k_+$ and $k_-$ be the two rate coefficients and $f_v$ the fraction of molecules in level $v$. In full equilibrium at $T$ each process is balanced by its reverse (detailed balance), so

$$k_+e^{-2E_1/T}=k_-e^{-E_2/T},\qquad \frac{k_+}{k_-}=e^{(2E_1-E_2)/T}=e^{2\delta/T}.$$

The coefficients depend on the collision partners' thermal motion, so this ratio also holds when the vibrational populations are far from equilibrium. A steady state needs $k_+f_1^2=k_-f_0f_2$, hence

$$\frac{f_2}{f_0}=\left(\frac{f_1}{f_0}\right)^2e^{2\delta/T}.$$

With equal gaps the populations would form a geometric series. Anharmonicity adds a factor above one, and the colder the gas, the larger it is.

For numbers I use $E_1=0.2864$ eV, $\delta=0.0018$ eV, $T=400$ K ($0.03447$ eV) and $f_1/f_0=0.3303$. The square is $0.1091$, the factor is $e^{0.1044}=1.110$, and $f_2/f_0=0.121$. The correction is 11% here. It grows with $v$, and the next sections find how.

## 2. The whole ladder

**Levels.** For a Morse oscillator the energies above $v=0$ are

$$E_v=\omega v-\delta v(v+1),\qquad E_1=\omega-2\delta .$$

I take this spectrum as the model. Diagonalizing the Morse Hamiltonian on a grid reproduced it for $v\le 40$ to within $2\times10^{-13}$ eV. The gaps are

$$E_{v+1}-E_v=\omega-\delta\,[(v+1)(v+2)-v(v+1)]=\omega-2\delta(v+1)=E_1-2\delta v .$$

**Exchange.** A donor drops from $v+1$ to $v$ while an acceptor rises from $w$ to $w+1$. The energy released is the donor's gap minus the acceptor's:

$$(E_1-2\delta v)-(E_1-2\delta w)=2\delta(w-v).$$

Let $k_{vw}$ be the coefficient of this event. Its reverse has donor $w+1\to w$ and acceptor $v\to v+1$, so its coefficient is $k_{wv}$. The argument of Section 1 gives

$$\frac{k_{vw}}{k_{wv}}=e^{2\delta(w-v)/T}.$$

If the acceptor stands higher than the donor's final level, $w>v$, the exchange releases energy and is favoured over its reverse. Quanta are thus biased to move up the ladder.

**Kinetics.** I assume that single-quantum exchange is the only process: no relaxation to translation, no wall loss, no dissociation, no multi-quantum steps. The ladder is closed, with levels $0,\dots,V$. Write $a_{vw}=k_{vw}f_{v+1}f_w$, $J_{vw}=a_{vw}-a_{wv}$ and $R_v=\sum_wJ_{vw}$, the net downward flow from $v+1$ to $v$. With gas density $n$,

$$\frac{df_v}{dt}=n\,(R_v-R_{v-1}),\qquad R_{-1}=R_V=0 .$$

The sum over $v$ telescopes, so $\sum f_v$ is conserved. For the quanta, shifting the index in the second term gives

$$\sum_v v(R_v-R_{v-1})=\sum_v vR_v-\sum_v(v+1)R_v=-\sum_{v,w}J_{vw}=0,$$

because $J_{vw}=-J_{wv}$. The mean number of quanta per molecule is therefore fixed by the initial state.

## 3. Why every exchange must balance separately

A steady state requires each $R_v$ to vanish. That is weaker than the vanishing of each $J_{vw}$, since flows might circulate. To exclude this, consider

$$F=\sum_v f_v\left(\ln f_v+\frac{E_v}{T}\right),\qquad \phi_v=\ln f_v+\frac{E_v}{T}.$$

All $f_v$ are taken positive. A start with $v=0$ and $v=1$ occupied leads there, because $1+1\to0+2$, then $2+1\to 3+0$, and so on, fill the ladder. Since $\sum_v df_v/dt=0$, the derivative of the logarithm contributes nothing extra, and

$$\frac{dF}{dt}=\sum_v\phi_v\frac{df_v}{dt}=n\sum_{v,w}J_{vw}(\phi_v-\phi_{v+1}).$$

Exchange the names $v,w$, use $J_{wv}=-J_{vw}$, and average the two forms:

$$\frac{dF}{dt}=\frac n2\sum_{v,w}J_{vw}\,(\phi_v-\phi_{v+1}-\phi_w+\phi_{w+1}).$$

Detailed balance gives

$$\ln\frac{a_{vw}}{a_{wv}}=\ln\frac{f_{v+1}f_w}{f_{w+1}f_v}+\frac{E_{v+1}+E_w-E_v-E_{w+1}}{T}=\phi_{v+1}+\phi_w-\phi_v-\phi_{w+1},$$

which is minus the bracket. Therefore

$$\frac{dF}{dt}=-\frac n2\sum_{v,w}(a_{vw}-a_{wv})\ln\frac{a_{vw}}{a_{wv}}\le0 ,$$

since $a-b$ and $\ln(a/b)$ have the same sign. In a steady state $dF/dt=0$, so every term vanishes and $a_{vw}=a_{wv}$ for every pair with a nonzero coefficient. I take all coefficients nonzero. Then $\phi_{v+1}-\phi_v=\phi_{w+1}-\phi_w$ for all $v,w$. Call this common value $\mu$. Summing it from level 0 upward gives

$$f_v=f_0\,e^{\mu v-E_v/T}.$$

The mean number of quanta fixes $\mu$ uniquely: differentiating the normalized average gives $d\langle v\rangle/d\mu=\langle v^2\rangle-\langle v\rangle^2>0$. The sizes of the rate coefficients have dropped out. They set how fast the state is reached.

**The usual form.** Define $T_1$ by $f_1/f_0=e^{-E_1/T_1}$. Setting $v=1$ above gives $\mu=E_1/T-E_1/T_1$, so

$$\ln\frac{f_v}{f_0}=-\frac{vE_1}{T_1}+\frac{vE_1-E_v}{T}.$$

The last numerator is $v(\omega-2\delta)-\omega v+\delta v^2+\delta v=\delta v(v-1)$. The result is the Treanor distribution,

$$\boxed{\,f_v=f_0\exp\left[-\frac{vE_1}{T_1}+\frac{\delta\,v(v-1)}{T}\right]\,}$$

At $v=2$ it returns the three-level answer.

**Test by integration.** I integrated the nonlinear rate equations on levels $0$ to $16$. The coefficients were proportional to $(v+1)(w+1)e^{-0.3|v-w|}$, with the energy-consuming direction reduced as detailed balance requires. At the start only $v=0$ and $v=1$ were filled, with $0.781$ quanta per molecule, the mean of the Treanor distribution at $T_1=3000$ K on this ladder. The final populations agreed with the formula, with nothing fitted, to $6\times10^{-12}$ in the logarithm. $F$ fell from $5.96$ to $5.18$, with no rise between stored times above the $10^{-7}$ allowed for integration error.

## 4. The minimum

The exponent contains a falling linear term and a rising quadratic one. Treat $v$ as continuous and set the derivative to zero:

$$-\frac{E_1}{T_1}+\frac{\delta(2v-1)}{T}=0\quad\Longrightarrow\quad \boxed{\,v^*=\frac12+\frac{E_1T}{2\delta T_1}\,}$$

The second derivative, $2\delta/T$, is positive, so this is a minimum. To find its depth, insert $E_1/T_1=(\delta/T)(2v^*-1)$:

$$\ln\frac{f_v}{f_0}=\frac{\delta}{T}\left[v^2-v-(2v^*-1)v\right]=\frac{\delta}{T}\left[(v-v^*)^2-v^{*2}\right],$$

so $f(v^*)/f_0=e^{-\delta v^{*2}/T}$.

Real levels are integers. The ratio of neighbours is

$$\ln\frac{f_{v+1}}{f_v}=-\frac{E_1}{T_1}+\frac{\delta}{T}[(v+1)v-v(v-1)]=-\frac{E_1}{T_1}+\frac{2\delta v}{T}.$$

The step from $v$ to $v+1$ goes down as long as $v<c$, where $c=E_1T/(2\delta T_1)$. The least populated level is therefore the first integer not below $c$:

$$v_{\min}=\lceil c\rceil .$$

If $c$ is itself an integer, levels $c$ and $c+1$ tie. I compared this rule with populations built from the grid levels for $T=300,400,600$ K combined with $T_1=2000,3000,4000,5000$ K. All twelve cases agreed.

**A form free of the Morse model.** For any levels, $\ln(f_{v+1}/f_v)=\mu-(E_{v+1}-E_v)/T$. If the gaps shrink steadily, the populations turn upward where the gap has fallen to

$$E_{v+1}-E_v=\mu T=E_1\left(1-\frac{T}{T_1}\right).$$

**Limits.**

- *Equal gaps.* For $\delta\to0$ at fixed $T$ and $T_1$, $v^*\to\infty$ and a Boltzmann law at $T_1$ remains. Integrating the same start with equal gaps gave a straight line in $\ln f_v$, with second differences below $10^{-4}$.
- *Equal temperatures.* For $T_1=T$, $\mu=0$ and the law is Boltzmann's at $T$, which falls over the whole bound ladder. With $v$ continuous, the Morse energy peaks at $v_e=\omega/(2\delta)-\tfrac12=E_1/(2\delta)+\tfrac12$, so $v_e-v^*=\frac{E_1}{2\delta}(1-T/T_1)$. The continuous minimum lies inside the well when $T_1>T$ and reaches its edge at $T_1=T$. An interior integer minimum needs $v_{\min}$ below the last bound level.
- *Relaxation in a closed gas.* Let quanta also be lost to translation, with reverse rates set by detailed balance. Each such process adds another term $-(a-b)\ln(a/b)$ to $dF/dt$, and its balance demands $\phi_{v+1}=\phi_v$, so $\mu=0$. However slow the relaxation, the final state is Boltzmann's at $T$. With a loss rate of $0.01(v+1)$ for $v+1\to v$, in units of the basic exchange rate, the integrated $\ln(f_1/f_0)$ reached $-E_1/T$ within $10^{-3}$. This is why the minimum belongs to the unrelaxed population.

## 5. Numbers

The parameters are round: $\omega=0.29$ eV, $\delta=0.0018$ eV, $T=400$ K, $T_1=3000$ K. Then

$$c=\frac{0.2864\times400}{2\times0.0018\times3000}=10.61,\qquad v^*=11.11,\qquad v_{\min}=11 .$$

The gap at the turn is $0.2864\,(1-400/3000)=0.248$ eV. The depth exponent is $(0.0018/0.03447)\times11.11^2=6.44$, so $f(v^*)/f_0=1.6\times10^{-3}$. The integrated populations divided by $f_0$ are $1.70$, $1.59$ and $1.66\times10^{-3}$ at $v=10,11,12$, and a parabola through their logarithms has its vertex at $11.107$. A Boltzmann law at $T_1$ gives $1.1\times10^{-5}$ at $v=11$, about 145 times less. Exchange conserves quanta, however, and on levels 0 to 16 that law holds only $0.50$ per molecule, against $0.78$ here. A Boltzmann law with the same number of quanta has a temperature near 3950 K. Compared with it, the fraction of molecules at $v=11$ is larger by a factor of about 10.

At fixed $T_1$, $c$ is proportional to $T$: a gas 10% hotter moves the minimum up by $1.06$ levels. A cubic term $-3\times10^{-7}\,(v+\tfrac12)^3$ eV in the energies moves it by $-0.03$ level.

## 6. The rising branch cannot be continued to the top

This Morse ladder has levels up to $v=80$. At $T_1=3000$ K the exponent there is

$$\frac{0.0018}{0.03447}\,(80^2-2\times11.11\times80)\approx 241 .$$

Normalized over the whole ladder, the distribution puts nearly every molecule at the top, with a mean of $80.0$ quanta. Cut at $v_{\min}$, the same formula holds $0.646$ quanta per molecule.

Suppose a closed gas has those $0.646$ quanta and the full ladder. Its zero-flux state is still a Treanor distribution, but with $T_1=794$ K. Of the quanta, 97.6% then lie above $v=40$. They number $0.63$ per molecule and sit in levels 41 to 80, so between 0.8% and 1.5% of the molecules carry them. The minimum moves to $v^*=\tfrac12+0.2864\times400/(0.0036\times794)\approx40.6$.

This state is a limit that exchange approaches extremely slowly, because molecules must cross a minimum whose population falls toward $5\times10^{-38}$. With the coefficients of Section 3 and a start in $v=0,1$, $T_1$ is about 2900 K after $10^2$ basic exchange times, 2300 K after $10^4$, and still about 1650 K after $10^8$, roughly a day at the conditions of Section 7.

So $T_1=3000$ K with a moderate number of quanta describes a ladder cut near the minimum or, approximately, the lowest levels of a gas that is continually excited. It does not describe the final state of exchange over all bound levels.

## 7. Opening the ladder

In a discharge, electrons feed the low levels, while high levels dissociate or react. As a model of this I held $f_0$ and $f_1$ at their 3000 K ratio, emptied the level $v=40$ as a sink, and solved for the steady state with the exchange coefficients of Section 3. Now quanta flow steadily upward, $R_v\ne0$, and the balance argument of Section 3 no longer applies.

I then added losses for a pressure of 5 Torr, a tube radius $R=1$ cm and an exchange coefficient of $10^{-14}$ cm³/s. The density is $1.21\times10^{17}$ cm⁻³, and the basic exchange time is $0.83$ ms. For the wall I add the diffusion time of the lowest radial mode to the time set by a small deactivation probability $\gamma$ per wall collision, an approximate sum of two resistances:

$$\tau=\frac{(R/2.405)^2}{D}+\frac{R(2-\gamma)}{\gamma\bar c}.$$

With $D=50$ cm²/s, $\gamma=10^{-3}$ and mean speed $\bar c=5.5\times10^4$ cm/s this is $3.5+36.3=39.8$ ms. The surface, rather than diffusion, limits the loss. I let each deactivation at the wall remove one quantum, although a real surface may take several. At $v=11$ the wall then removes quanta at 25 s⁻¹. Free atoms, at a fraction $10^{-3}$ and a coefficient $10^{-15}v$ cm³/s, contribute $1.3$ s⁻¹, and molecular collisions $0.03$ s⁻¹. With partners distributed by the Treanor formula cut at $v=11$, exchange moves a molecule out of this level at about 2200 s⁻¹, so the losses together are about 1.2% of it. The effect of the losses depends on the absolute populations; $f_0$ is held at $0.64$, its value on that cut ladder.

Steady populations $f_v/f_0$ with the sink at $v=40$:

| $v$ | Treanor | sink | sink and losses |
|---|---|---|---|
| 5 | 0.0112 | 0.0109 | 0.0099 |
| 8 | 0.0026 | 0.0024 | 0.0020 |
| 11 | 0.0016 | 0.0011 | 0.0009 |
| 20 | 0.099 | 0.0006 | 0.0005 |

In both driven cases the population falls at every step up to the sink: the minimum has gone, and a slowly falling tail replaces the rise. The sink alone is enough to do this. It lowers $v=11$ by 29% relative to Treanor, and with losses the reduction is 43%. Moving the sink to $v=30$ changes the latter population by about 4%. The 29% depends on the assumed coefficients: with the exponent $0.3$ in $e^{-0.3|v-w|}$ replaced by $0.15$ or $0.6$ it becomes 48% or about 25%, and the minimum is absent in both cases.

The losses lower $v=11$ by a fifth although they are 1.2% of the exchange rate there. Comparing the two rates at one level therefore does not measure the effect of the losses on the population.

**Beside a real discharge.** The level constants, gas temperature, $T_1$ and pressure are roughly those of a nitrogen glow discharge. The rate coefficients are rough model inputs, and the wall probability and atom fraction can differ widely with surface and power. The Morse well is $\omega^2/(4\delta)=11.7$ eV deep, against a nitrogen bond energy of roughly 10 eV, so the top of this ladder is unrealistic, whereas the levels near $v=11$ are little affected. A discharge breaks two assumptions: that the ladder is closed, and that no quanta are lost. In this model, with $f_0$ and $f_1$ held fixed, the sink and the losses together cost 11% of the Treanor population at $v=5$ and 43% at $v=11$, and the sink alone already removes the minimum. For these parameters the Treanor formula is therefore no longer reliable at $v_{\min}$. This is not a general rule: with the sink alone and $T_1=2000$ K, the same model keeps a minimum. It lies at $v=18$ instead of the formula's $v_{\min}=16$, and the population at $v=16$ is 12% below the formula. Adding the losses removes this minimum too and leaves about a quarter of the formula's population at $v=16$ when $f_0$ is held at $0.80$, its value on the 2000 K ladder cut at $v_{\min}$, or about a fifth when $f_0=0.64$. How far up the formula holds depends on $T_1$, on the losses and on how the exchange coefficients vary with $v$ and $w$. The numerical output below gives the remaining values.

## Computed values

```
inputs: omega = 0.29 eV, delta = 0.0018 eV, E1 = 0.2864 eV
inputs: T = 400 K, T1 = 3000 K
kT = 0.03447 eV, kT1 = 0.25852 eV
largest level error against grid, v <= 40: 1.9e-13 eV
E1 T/(2 delta T1) = 10.607; v* = 11.107; v_min = 11
gap at turning point E1(1-T/T1) = 0.2482 eV
depth f(v*)/f0 = 1.592e-03
closed ladder 0..16: mean quanta = 0.7810
largest |ln(kinetic/Treanor)| = 6.3e-12
vertex from kinetic populations = 11.1074
F at start and end = 5.9639, 5.1750
v, f_v/f0: kinetic, Treanor, Boltzmann at T1
   1  3.3027e-01  3.3027e-01  3.3027e-01
   2  1.2109e-01  1.2109e-01  1.1061e-01
   5  1.1167e-02  1.1167e-02  4.5167e-03
   8  2.6362e-03  2.6362e-03  2.0907e-04
  10  1.6975e-03  1.6975e-03  2.8896e-05
  11  1.5931e-03  1.5931e-03  1.0969e-05
  12  1.6598e-03  1.6598e-03  4.2226e-06
  14  2.4646e-03  2.4646e-03  6.5240e-07
  16  5.5573e-03  5.5573e-03  1.0657e-07
last bound level = 80
mean quanta, Treanor cut at v_min = 0.6463
mean quanta, same T1 on whole ladder = 80.00
whole ladder at the cut ladder's quanta: T1 = 794.0 K
  share of quanta above v = 40: 0.9762
pressure = 5.0 Torr, radius = 1.0 cm
k exchange, atom, molecule = 1e-14, 1e-15, 1e-21 cm3/s
atom fraction = 0.001, wall probability = 0.001
diffusion = 50.0 cm2/s, range exponent = 0.3 per level
gas density = 1.207e+17 cm^-3, mean speed = 5.500e+04 cm/s
unit exchange time = 0.828 ms, wall time = 39.8 ms
at v_min: exchange rate = 2225.5 1/s
  wall = 25.12 1/s, atoms = 1.328 1/s, molecules = 2.67e-02 1/s
  total loss / exchange = 0.0119
shift of v* for gas 10% hotter = 1.061 levels
shift of v* for cubic term -3e-07 eV = -0.0333 levels
driven ladder f_v/f0 at v = 5, 8, 11, 15, 20, 25; upward steps below sink
  sink 30, losses off: 1.09e-02 2.37e-03 1.09e-03 7.51e-04 5.57e-04 3.54e-04; 0
  sink 30, losses on : 9.87e-03 2.01e-03 8.72e-04 5.82e-04 4.27e-04 2.60e-04; 0
  sink 40, losses off: 1.09e-02 2.39e-03 1.13e-03 8.10e-04 6.42e-04 4.67e-04; 0
  sink 40, losses on : 9.89e-03 2.02e-03 9.05e-04 6.47e-04 5.25e-04 3.94e-04; 0
  Treanor formula:     1.12e-02 2.64e-03 1.59e-03 3.51e-03 9.89e-02 3.79e+01
```
